# Quadratic-to-Linear Stark Shift of Donor 2s and 2p0 Levels

Take a hydrogenic donor whose 2s and 2p0 levels lie 2.00 meV apart, with the permittivity of silicon and an average of its anisotropic mass. In a two-level model, raising the field tenfold from 0.139 to 1.391 kV/cm increases the shift of each level from 0.0050 to 0.4142 meV, a factor of 83. The next tenfold increase brings it to 9.05 meV, a factor of only 22. A quadratic law would give 100 each time and a linear law 10. The formula below accounts for both factors. The last field is far above the one at which the barrier top reaches these levels, and the limits of validity are part of the result.

## Result to implement

Let $\Delta>0$ be the zero-field gap between the two levels, $F\ge 0$ the field, $e>0$ the elementary charge and $d=|\langle 2s|z|2p_0\rangle|$ the dipole length. In the two-level model, each level moves away from the other by

$$S=\frac{\Delta}{2}\left(\sqrt{1+x^2}-1\right),\qquad x=\frac{F}{F_c},\qquad F_c=\frac{\Delta}{2ed}.$$

For hydrogenic envelopes $d=3a^*$, where $a^*$ is the effective Bohr radius. At small $x$ the bracket is a difference of nearly equal numbers. Multiplying and dividing by $\sqrt{1+x^2}+1$ gives a form free of this cancellation:

$$S=\frac{2(eFd)^2}{\Delta+\sqrt{\Delta^2+4(eFd)^2}} .$$

With lengths in nm and energies in meV, $eF$ is in meV/nm, and 1 kV/cm corresponds to 0.1 meV/nm.

## The unperturbed pair

In envelope-function theory with an isotropic mass $m^*$ and relative permittivity $\kappa$, the donor electron obeys a hydrogen equation. Its units are

$$a^*=\frac{\kappa a_0}{m^*/m_0},\qquad \mathrm{Ha}^*=\frac{e^2}{4\pi\varepsilon_0\kappa a^*},$$

with $a_0$ the Bohr radius and $m_0$ the free-electron mass. In these units, with $r$ in $a^*$, the two envelopes are

$$\psi_{2s}=\frac{(2-r)e^{-r/2}}{\sqrt{32\pi}},\qquad \psi_{2p_0}=\frac{r\cos\theta\,e^{-r/2}}{\sqrt{32\pi}} .$$

To confirm their energies, write $u$ for $r$ times the radial factor. The radial equation is $-u''/2+l(l+1)u/(2r^2)-u/r=Eu$.

- For 2s, $u=(2r-r^2)e^{-r/2}$ and $u''=(-4+\tfrac52r-\tfrac14r^2)e^{-r/2}$. The left side is $(2-\tfrac54r+\tfrac18r^2-2+r)e^{-r/2}=-\tfrac18u$.
- For 2p0, $u=r^2e^{-r/2}$ and $u''=(2-2r+\tfrac14r^2)e^{-r/2}$. The left side is $(-1+r-\tfrac18r^2+1-r)e^{-r/2}=-\tfrac18u$.

Both energies are $-\mathrm{Ha}^*/8$, so the isotropic Coulomb donor has no gap.

The central cell, the region near the donor nucleus where the potential departs from the screened Coulomb form, lifts this degeneracy. To first order, a short-range potential shifts a level by its average over the density. Near the origin the densities are $1/(8\pi)$ for 2s and $z^2/(32\pi)$ for 2p0. For a Gaussian cell $-U\exp(-r^2/r_c^2)$ the weighted mean of $z^2$ is $r_c^2/2$, so the ratio of the 2p0 shift to the 2s shift is about $r_c^2/8$. With $r_c=0.2$ this is 0.005; numerical diagonalization of the whole donor Hamiltonian gives 0.0058. An attractive cell therefore places 2s below 2p0 in the isotropic case.

Silicon differs. Its anisotropic mass separates the levels before any central cell is added, with 2p0 lower. An attractive cell then pulls 2s down towards 2p0 and narrows the gap. The formula for $S$ needs only the net $\Delta$, whatever its origin and whichever state is lower.

## The dipole element

The field points along $+z$. The electron has charge $-e$, so its potential energy is $+eFz$. Each envelope has definite parity and $z$ is odd, so the diagonal elements vanish. The off-diagonal element, in units of $a^*$, is

$$\langle2s|z|2p_0\rangle=\frac{1}{32\pi}\int\cos^2\theta\,d\Omega\int_0^\infty(2-r)r^4e^{-r}dr .$$

One factor $r$ comes from $\psi_{2p_0}$, one from $z=r\cos\theta$ and two from the volume element. The angular integral is $4\pi/3$, and $\int_0^\infty r^ne^{-r}dr=n!$. Hence

$$\langle2s|z|2p_0\rangle=\frac{1}{24}(2\cdot24-120)=-3 .$$

The sign depends on the phases chosen for the states. The energies contain only the square, so $d=3a^*$.

## Two valleys

Biaxial tensile strain in silicon lowers the two conduction valleys on the $\pm z$ axis relative to the other four. I assume that the strain is large enough to ignore those four and that the field is along $z$. A field smooth on the lattice scale does not transfer the electron between valleys. The central cell does, with an element $-w$ between the two 2s states; its effect on 2p0 is neglected.

The combinations $(|1\rangle\pm|2\rangle)/\sqrt2$ diagonalize this mixing and give 2s energies $E_s\mp w$. The field element between the even 2s and even 2p0 combinations is $\tfrac12(-d-d)eF=-eFd$. Between even and odd it is $\tfrac12(-d+d)eF=0$. If the change of the 2s envelope by the cell is neglected, the four states therefore form two independent pairs with the same $d$ and different gaps. The value of $\Delta$ must belong to the pair under study.

## Two-level energies

Let $E_1$ and $E_2$ be the zero-field energies, $\bar E$ their mean and $\Delta$ their separation. Keeping only this pair, the secular equation is

$$(E-E_1)(E-E_2)-(eFd)^2=0 .$$

Put $E=\bar E+\epsilon$. The two factors become $\epsilon+\Delta/2$ and $\epsilon-\Delta/2$, so

$$\epsilon^2=\frac{\Delta^2}{4}+(eFd)^2,\qquad E_\pm=\bar E\pm\frac12\sqrt{\Delta^2+4(eFd)^2}.$$

The upper level started at $\bar E+\Delta/2$. Subtracting this from $E_+$ and using $2eFd=\Delta x$ gives $S$. The lower level falls by the same amount.

**Weak field.** For $x\ll1$, $\sqrt{1+x^2}\approx1+x^2/2$, and

$$S\approx\frac{\Delta x^2}{4}=\frac{(eFd)^2}{\Delta}=\frac{9(eFa^*)^2}{\Delta}.$$

The ratio of this law to the full two-level result is

$$\frac{x^2/2}{\sqrt{1+x^2}-1}=\frac{\sqrt{1+x^2}+1}{2},$$

because $x^2=(\sqrt{1+x^2}-1)(\sqrt{1+x^2}+1)$. The quadratic law is thus 5% too large when $\sqrt{1+x^2}=1.10$, at $x=0.46$, and 21% too large at $x=1$.

**Strong field.** For $x\gg1$, $\sqrt{1+x^2}\approx x+1/(2x)$, and

$$S\approx\frac{\Delta}{2}(x-1)=eFd-\frac{\Delta}{2}=3eFa^*-\frac{\Delta}{2}.$$

The first omitted term is $\Delta/(4x)$. The offset $-\Delta/2$ matters: a straight line through the origin is not the asymptote. If $\Delta\to0$, then $F_c\to0$ and the shift is linear from the start, as for degenerate hydrogen levels.

**Local power.** Differentiation gives $dS/dx=(\Delta/2)\,x/\sqrt{1+x^2}$. Therefore

$$p=\frac{d\ln S}{d\ln F}=\frac{x^2}{\sqrt{1+x^2}(\sqrt{1+x^2}-1)}=1+\frac{1}{\sqrt{1+x^2}} .$$

The power falls smoothly from 2 to 1. It is 1.71 at $F_c$ and reaches 1.5 at $x=\sqrt3$, so $F_c$ sets a scale and does not mark a sharp transition.

**Physical origin.** Choose phases so that $\langle g|z|u\rangle=-d$ between the lower zero-field state $g$ and the upper one $u$. The energy of $\cos\vartheta\,|g\rangle+\sin\vartheta\,|u\rangle$, measured from $\bar E$, is

$$-\frac{\Delta}{2}\cos2\vartheta-eFd\sin2\vartheta .$$

Setting its derivative to zero gives $\tan2\vartheta=x$. The mean position is $-d\sin2\vartheta$, so the dipole moment along the field is

$$\mu=ed\sin2\vartheta=\frac{ed\,x}{\sqrt{1+x^2}} .$$

In a weak field the dipole is induced and proportional to $F$, which makes the energy quadratic. In a strong field the two states are mixed almost equally. The dipole then saturates at $ed$, and the energy is linear.

## Test against the full isotropic donor

The two-level formulas were tested on an isotropic donor with the Gaussian cell above, tuned to a gap of $5\times10^{-4}\,\mathrm{Ha}^*$. The Coulomb, cell and field terms were diagonalized together in a large Gaussian basis. At $x=0.3$, 1, $\sqrt3$ and 5, the shifts of both levels agreed with $S$ within 1.53% of $S$. The dipole at $F_c$ was $2.131\,ea^*$, against $3/\sqrt2=2.121$ from the formula.

| $F/F_c$ | power, full | power, formula |
|---:|---:|---:|
| 0.300 | 1.958 | 1.958 |
| 1.000 | 1.709 | 1.707 |
| 1.732 | 1.504 | 1.500 |
| 5.000 | 1.208 | 1.196 |

The excess in the last row comes from levels outside the pair. In the two-level model the mean energy of the pair is fixed. In the full isotropic donor without a cell it falls by $bF^2$, with $b=84.2$ in scaled units. At $x=5$ the scaled field is $5\times(5\times10^{-4})/6=4.17\times10^{-4}$, so $bF^2=1.46\times10^{-5}$, while $S=1.02\times10^{-3}$. Their ratio is $q=0.014$. Adding a small quadratic term to $S$ raises the power by about $(2-p)q=0.804\times0.014=0.011$, close to the difference of 0.012. The estimate is approximate: $b$ is the mean for the pair (exactly 84 in hydrogen), while the lower level alone has $b\approx79$ at $x=5$ and about 66 at $F_c$. The smaller value lowers the correction slightly, and its growth with field raises it again.

This term also limits the linear law at high field. It grows as $F^2$ while $S$ grows as $F$, so the linear regime is a window between $F_c$ and the field where other levels or ionization take over.

## Example: a donor in strained silicon

The inputs are rough typical values: $\kappa=11.7$, transverse mass $0.19\,m_0$, longitudinal mass $0.92\,m_0$ and a net gap of 2.00 meV. For a spherical envelope the three components of mean squared momentum are equal. The inverse masses are therefore averaged:

$$\frac{m^*}{m_0}=\frac{3}{2/0.19+1/0.92}=0.2583 .$$

This gives $a^*=0.05292\times11.7/0.2583=2.397$ nm, $d=3a^*=7.19$ nm and $\mathrm{Ha}^*=51.35$ meV. The crossover field is

$$F_c=\frac{2.00\ \text{meV}}{2e\times7.19\ \text{nm}}=0.1391\ \text{mV/nm}=1.391\ \text{kV/cm},$$

or $1.391\times10^{-3}$ MV/cm. With $F$ in kV/cm, the weak-field law is $S=0.2585F^2$ meV and the strong-field law is $S=0.719F-1.00$ meV.

At $F_c$, $eFd=1.00$ meV and $S=\tfrac12(\sqrt{4+4}-2)=0.414$ meV; the quadratic law gives 0.500 meV and the linear one zero. At $3F_c$ the three values are 2.16, 4.50 and 2.00 meV. At $10F_c$ the linear law gives 9.00 meV against 9.05 meV. The last two fields show the mathematics of the model and are not predictions for the donor.

### Anisotropic mass and other levels

The same donor was then diagonalized with its two masses and all levels of the basis. Without a cell, 2s lies at −8.41 meV and 2p0 at −10.91 meV, a gap of 2.50 meV from anisotropy alone. A second Gaussian basis changed these two energies by less than 0.0001 meV. A cell tuned to the 2.00 meV gap moves 2s to −8.94 meV and 2p0 to −10.94 meV. The 2p0 shift, about 0.03 meV, is a few per cent of the 2s shift, a larger share than in the isotropic test; the cause was not isolated.

The dipole length is now 4.156 nm, 42% below the hydrogenic value, and the crossover field becomes 2.406 kV/cm. These digits belong to a cell radius of $0.2\,a^*$. At the same gap, radii of $0.1\,a^*$ and $0.4\,a^*$ give $d=4.17$ and 4.08 nm, change the full shift at 0.695 kV/cm by +1% and −3%, and change the 2p0 share of the cell shift to 1% and 23%. Parity still removes the diagonal elements, so the two-level formula survives with this new $d$. The downward shifts of the lower level, in meV at fixed gap, are:

| $F$ (kV/cm) | $d=7.19$ nm | $d=4.156$ nm | full |
|---:|---:|---:|---:|
| 0.348 | 0.0308 | 0.0104 | 0.0109 |
| 0.695 | 0.1180 | 0.0409 | 0.0430 |
| 1.391 | 0.4142 | 0.1550 | 0.1662 |

The hydrogenic dipole is the main error. It overestimates the full shift by a factor of 2.8 at the lowest field and 2.5 at the highest. With the anisotropic dipole, the two-level shift is 5 to 7% below the full one. For the lower level of this donor, at fields up to 1.39 kV/cm, an implementation can therefore take $d$ from an anisotropic calculation and keep the two-level formula, with an error of that size. This does not carry over to the upper level. Levels above the pair push it down, and in this field range its upward shift is only about half of $S$. The upper level needs a calculation that includes those levels.

At 1.391 kV/cm, 99.8% of the lower state lies in the original pair, yet the omitted levels supply 7% of the shift. These figures are compatible. In perturbation theory a level at distance $\omega$ coupled by $V$ carries weight $V^2/\omega^2$ and shifts the energy by $V^2/\omega$, which is the weight times $\omega$. Here the missing 0.011 meV and the weight of 0.002 imply a net distance of about 6 meV. This is a plausible size, since the zero-field continuum starts 11 meV above the level and the other excited bound states lie in between.

### Ionization limits the window

On the downhill side, at distance $s$ from the donor, the potential energy is $-C/s-eFs$, with $C=\mathrm{Ha}^*a^*=123$ meV nm. Its derivative vanishes at $s=\sqrt{C/(eF)}$, where the barrier top is $-2\sqrt{CeF}$. The top reaches a level of binding energy $B$ when

$$eF_b=\frac{B^2}{4C}.$$

With zero-field energies, $F_b$ is 2.43 kV/cm for 2p0 and 1.62 kV/cm for 2s. This is an energy criterion; it ignores the shape of the state and gives no lifetime.

For 2p0 the barrier field almost equals the anisotropic crossover field of 2.41 kV/cm. There $x=1.01$, and the two-level formula gives $p=1.70$. Allowing for the fall of the level, about 0.5 meV at the corrected field, raises $F_b$ to about 2.7 kV/cm and lowers $p$ only to 1.67. The omitted levels change the curvature of the shift as well as its quadratic part, and the power of the full lower level stays higher, at about 1.8. Up to the field where the barrier top reaches the level, the silicon donor thus shows only the start of the crossover. This criterion is not the ionization field. Confinement across the field adds energy at the barrier top, while tunnelling empties the level before the top reaches it. A harmonic estimate of this energy is $\hbar\sqrt{C/(m_ts^3)}$, with $m_t$ the transverse mass and $s$ the position of the barrier top. It is about 2 meV at 2.7 kV/cm, and including it moves the energy criterion for the lower level to roughly 5 kV/cm with the two-level energy, or 6 kV/cm with the full one. Tunnelling sets in much earlier. In this model the resonance width of the lower level corresponds to a lifetime of about 70 ns at 2.43 kV/cm, 7 ns at 2.7, 0.08 ns at 3.5 and 6 ps at 4.5 kV/cm. The field at which the level counts as ionized therefore depends on the time scale of the measurement.

The condition $F_c<F_b$ reads

$$\Delta<\frac{dB^2}{2C}.$$

For the values here, the right side is $4.156\times10.94^2/(2\times123)=2.0$ meV. To reach $x=5$ before the barrier top meets the level, the gap would have to be below about 0.4 meV, with $d$ and $B$ held fixed.

Tunnelling begins before the barrier top reaches the level. At 1.391 kV/cm the top is at −8.27 meV and the lower level at −11.11 meV. A one-dimensional semiclassical estimate along $z$, with the longitudinal mass, gives a transmission factor of $5\times10^{-10}$, so the lower level is still well confined there.

### Relation to real donors

The masses and permittivity are ordinary for silicon; the gap is a rough choice that depends on donor species and strain. The computed 1s binding energy, 34.6 meV, is below the roughly 45 meV of phosphorus in unstrained silicon, where all six valleys take part. The isotropic-mass assumption fails clearly: correcting it raises $F_c$ by a factor of 1.7 at fixed gap. In unstrained material the two-valley reduction also fails, and these numbers should not be transferred.

At 4 K, $k_BT=0.345$ meV, far below the 23.7 meV from 1s to 2p0. The pair is therefore almost empty in equilibrium and must be populated, for instance optically. Stray charges matter as well. One elementary charge at 100 nm produces $123/100^2=0.0123$ mV/nm, or 0.12 kV/cm, a third of the lowest field in the table. Free carriers can also ionize donors by impact. At 1.391 kV/cm a carrier gains the 1s binding energy over 249 nm if it loses none on the way; the roughly 11 meV that binds the lower level of the pair takes only about 80 nm. Whether it does so depends on scattering, which is not modelled. Doped bulk silicon at helium temperature can break down by impact ionization at fields of the order of those in the table, so these fields may require a depleted or very lightly doped region.

## Extracting parameters from shifts

Squaring $S+\Delta/2=\sqrt{\Delta^2/4+(eFd)^2}$ gives $S^2+\Delta S=(eFd)^2$, or

$$\frac{F^2}{S}=\frac{\Delta+S}{(ed)^2}.$$

In the two-level model, a plot of $F^2/S$ against $S$ is a straight line with slope $1/(ed)^2$ and intercept $\Delta/(ed)^2$. The input must be the shift of the level itself; an optical line from 1s also contains the 1s shift.

Over a short part of the crossover this fit is fragile. The last two full shifts in the table, with the fields 0.6954 and 1.3908 kV/cm before rounding, give $F^2/S=11.25$ and 11.64 (kV/cm)²/meV. The line through them yields $\Delta\approx3.5$ meV and $d\approx5.6$ nm, although the donor has 2.00 meV and 4.156 nm. Omitted levels change the shift by only 5 to 7%, but the fit relies on the small curvature beyond the quadratic law, which they also alter. In this field range $\Delta$ should be fixed independently, for example from the zero-field spectrum, and only $d$ fitted, using the shift of the lower level. With the gap fixed at 2.00 meV, the last two full shifts in the table give $d=4.26$ and 4.31 nm, 3 to 4% too large. The numerical output follows.

## Values computed for the example and the checks

```
TESTS ON THE ISOTROPIC DONOR (scaled units)
<2s|z|2p0> / a* = -3
gap used = 5.0e-04 Ha*
2p0 shift / 2s shift by central cell = 0.0058
largest error of two-level shift = 1.53 %
F/Fc=0.300: power full 1.958, formula 1.958
F/Fc=1.000: power full 1.709, formula 1.707
F/Fc=1.732: power full 1.504, formula 1.500
F/Fc=5.000: power full 1.208, formula 1.196
induced dipole at Fc: full 2.131, formula 2.121 e a*
quadratic coefficient, other levels = 84.2
EXAMPLE: DONOR IN STRAINED Si, HYDROGENIC TWO-LEVEL MODEL
kappa = 11.7, m_t = 0.19 m0, m_l = 0.92 m0
averaged mass = 0.2583 m0
a* = 2.397 nm, Ha* = 51.35 meV
gap = 2.00 meV, dipole length = 7.190 nm
Fc = 1.391 kV/cm = 1.391e-03 MV/cm
sqrt(3) Fc = 2.409 kV/cm
quadratic coeff = 0.2585 meV/(kV/cm)^2
linear slope = 0.7190 meV/(kV/cm)
F/Fc= 0.1: S=0.0050, quadratic=0.0050, linear=-0.9000 meV
F/Fc= 1.0: S=0.4142, quadratic=0.5000, linear=0.0000 meV
F/Fc= 3.0: S=2.1623, quadratic=4.5000, linear=2.0000 meV
F/Fc=10.0: S=9.0499, quadratic=50.0000, linear=9.0000 meV
SAME DONOR, ANISOTROPIC MASS AND ALL LEVELS OF THE BASIS
no cell: 1s -29.65, 2s -8.41, 2p0 -10.91 meV
with cell: 1s -34.64, 2s -8.94, 2p0 -10.94 meV
change of 2s, 2p0 with another basis = 0.0000 meV
dipole length = 4.156 nm, Fc = 2.406 kV/cm
downward shift of lower level (meV): hydrogenic two-level,
  two-level with anisotropic dipole, full
F=0.348 kV/cm: 0.0308, 0.0104, 0.0109
F=0.695 kV/cm: 0.1180, 0.0409, 0.0430
F=1.391 kV/cm: 0.4142, 0.1550, 0.1662
2s+2p0 weight in lower level at hydrogenic Fc = 0.9980
LIMITS
barrier top reaches 2p0 at 2.431 kV/cm
barrier top reaches 2s at 1.623 kV/cm
barrier top at hydrogenic Fc = -8.27 meV
lower level at hydrogenic Fc = -11.11 meV
tunnelling factor of lower level there = 4.7e-10
kT at 4 K = 0.345 meV
path to gain the 1s binding energy at Fc = 249 nm
```
